# Vibronic bending levels of a linear triatomic molecule in a Π state, part 3

This part completes part (f), on when the second-order formula for the unique level can be used, and then works an example. A linear triatomic molecule in a Π state bends with effective mass \(\mu\) on two surfaces, \(V'=\tfrac12k'\rho^2\) (A′) and \(V''=\tfrac12k''\rho^2\) (A″). Hartree atomic units are used, and the model omits spin-orbit coupling. Define

\[
k = \tfrac12(k'+k''),\qquad \epsilon = \frac{k'-k''}{k'+k''},\qquad \omega = \sqrt{k/\mu},
\]

\(\omega'=\omega\sqrt{1+\epsilon}\), \(\omega''=\omega\sqrt{1-\epsilon}\), \(\ell=(\mu\omega)^{-1/2}\), \(q=\rho/\ell\) and \(g=\epsilon\omega/2\). The electronic states \(|\pm\rangle\) have \(\Lambda=\pm1\) (operator \(\hat\Lambda\)), \(v\) counts bending quanta, and \(K\) is the total vibronic angular momentum (Σ, Π, Δ for \(K=0,1,2\)).

Part (b) gave, for the amplitudes \(f\) on \(|+\rangle\) and \(h\) on \(|-\rangle\),

\[
\frac{\omega}{2}\left[-f''-\frac{f'}{q}+\frac{(K-1)^2}{q^2}f+q^2f+\epsilon q^2h\right]=Ef,
\]

\[
\frac{\omega}{2}\left[-h''-\frac{h'}{q}+\frac{(K+1)^2}{q^2}h+q^2h+\epsilon q^2f\right]=Eh .
\]

In part (d), \(u=(f+h)/\sqrt2\) and \(w=(f-h)/\sqrt2\) are the amplitudes on A′ and A″, coupled by the Coriolis term \(-\omega K/q^2\). At \(K=0\), exactly,

\[
E(\Sigma^\pm,v)=\omega\,(1\pm\epsilon)^{1/2}\,(v+1),\qquad v=1,3,5,\dots
\]

In part (e), levels with \(v\ge K+1\) form pairs, coupled within the shell by \(g\sqrt{(v+1)^2-K^2}\):

\[
E=\omega(v+1)\pm\tfrac12\epsilon\omega\sqrt{(v+1)^2-K^2}+O(\epsilon^2),
\]

with second-order shift \(-\epsilon^2\omega(v+1)/8\). The unique level, \(K=v+1\), has energy even in \(\epsilon\) and starts from \(|0\rangle=|+;K-1,0\rangle\), \(E_0=\omega K\), where the numbers are quanta \(n_+,n_-\) in the two circular modes. The coupling \(H'\) between \(|+\rangle\) and \(|-\rangle\) gives

\[
H'|0\rangle=g\sqrt{K(K+1)}\,|a\rangle,\qquad|a\rangle=|-;K+1,0\rangle,\qquad E_a=\omega(K+2),
\]

\[
H'|a\rangle=g\left[\sqrt2\,|+;K+1,2\rangle+2\sqrt{K+1}\,|+;K,1\rangle+\sqrt{K(K+1)}\,|+;K-1,0\rangle\right].
\]

The first-order correction to the state is \(|\psi_1\rangle=-\frac{g\sqrt{K(K+1)}}{2\omega}\,|a\rangle\). Part (f) found

\[
E_{\rm unique}=\omega\left[K+c_2\epsilon^2+c_4\epsilon^4+O(\epsilon^6)\right],\qquad c_2=-\frac{K(K+1)}8,\qquad c_4=\frac{K(K+1)(K^2-3K-5)}{128},
\]

\[
\frac{E_4}{E_2}=-\frac{\epsilon^2\,(K^2-3K-5)}{16},
\]

where \(E_2=c_2\epsilon^2\omega\) and \(E_4=c_4\epsilon^4\omega\). The renormalisation term is the part \(-E_2\langle\psi_1|\psi_1\rangle\) of \(E_4\).

The expansion parameter at large \(K\) is \(\epsilon K\), not \(\epsilon\). The renormalisation term, which dominates \(E_4\) at large \(K\), can be summed by keeping only \(|0\rangle\) and \(|a\rangle\). The \(2\times2\) matrix with diagonal \(\omega K\), \(\omega(K+2)\) and off-diagonal \(g\sqrt{K(K+1)}\) has the lower eigenvalue

\[
E=\omega(K+1)-\omega\sqrt{1+z},\qquad z=\frac{g^2K(K+1)}{\omega^2}=\frac{\epsilon^2K(K+1)}{4}.
\]

The expansion \(\sqrt{1+z}=1+z/2-z^2/8+\dots\) reproduces \(E_2=-\omega z/2\) and the renormalisation term \(+\omega z^2/8\), and it diverges for \(z>1\). This truncated model is not the full problem and does not give its exact radius of convergence, but it shows the scale at large \(K\), where the second-order formula requires \(|\epsilon|K/2\) well below 1. At low \(K\) this condition is not sufficient and the truncated model is no guide. For \(K=1\) and 2 the ratio \(E_4/E_2\) is \(7\epsilon^2/16\), so \(\epsilon^2\) itself must be small: at \(K=1\), \(|\epsilon|=0.6\), where \(|\epsilon|K/2\) is only 0.3, the fourth-order term is already 16 % of the second-order one.

The condition has a mechanical meaning. In the unique state \(\langle q^2\rangle=v+1=K\), because the potential energy \(\tfrac12\omega\langle q^2\rangle\) of an oscillator is half of \(E_0 = \omega K\). The bent molecule circles the axis at frequency \(\omega\) with \(q^2\approx K\). The gap between the surfaces at that radius is \(|\epsilon|\omega q^2\approx|\epsilon|\omega K\), and the Coriolis coupling of part (d) is \(\omega K/q^2\approx\omega\), which separates \(u+w\) from \(u-w\) by \(2\omega\). When \(|\epsilon|K\ll2\) the Coriolis term wins, the electrons do not follow the turning plane, \(\Lambda\) stays nearly good, and the nuclei see the mean potential. When \(|\epsilon|K\gg2\) the gap wins, the electrons follow the plane, and the level settles on the lower surface with an energy near \(\omega\sqrt{1-|\epsilon|}\,K\) to leading order in \(K\). For small \(|\epsilon|\) this is a shift near \(-\tfrac12|\epsilon|\omega K\), linear in \(|\epsilon|\), which is also the large-\(z\) limit \(-\omega\sqrt z\) of the two-state formula. The next term, of order \(+\omega\), is not negligible at moderate \(K\): the lower-surface level lies near \(\omega\sqrt{1-|\epsilon|}\,(K+1)\), and at \(|\epsilon|=0.15\), \(K=40\), where \(|\epsilon|K=6\), the shift is about \(-2.3\,\omega\) rather than \(-3\,\omega\). The estimate uses \(q^2\approx K\) and so assumes small \(|\epsilon|\). As \(|\epsilon|\to1\) the orbit on the soft surface widens, the gap grows and the Coriolis term shrinks, so even the lowest \(K=1\) level moves to the lower surface (weight about 0.95 at \(|\epsilon|=0.95\)); for \(|\epsilon|\) above about 0.92 the lowest Σ level lies below it.

Terms outside the model limit both results. A spin-orbit term \(A\hat\Lambda\Sigma\), with \(\Sigma\) here the spin projection on the axis, is diagonal in \((f,h)\) with opposite signs and therefore couples \(u\) to \(w\) even at \(K=0\). The Σ formula then ceases to be exact, and for \(|\Sigma|=\tfrac12\) the two levels repel each other by about \(A^2/(4\delta)\) each while \(|A|\) is small against their splitting \(\delta\). For the \(v=1\) pair of part (g), \(|A|=0.3\,\delta\), about 48 cm⁻¹, already moves each level by 3.4 cm⁻¹, more than the second-order depression of the ground level, and the mixing is strong once \(|A|\) is comparable with \(\delta\). The unique level feels it almost fully as long as \(\epsilon^2K(K+1)/8\) is small compared with 1. The weight of \(|-\rangle\) in it is \(\langle\psi_1|\psi_1\rangle=\epsilon^2K(K+1)/16\) to lowest order, so \(\langle\hat\Lambda\rangle=1-\epsilon^2K(K+1)/8\), while the paired levels, being equal mixtures of \(\Lambda=\pm1\), have \(\langle\hat\Lambda\rangle=0\) in zeroth order only; at \(|\epsilon|=0.15\) the lowest pair has \(\langle\hat\Lambda\rangle\) near \(\pm0.04\) for \(K=1\) and near \(\pm0.2\) for \(K=4\). Quartic terms in the potentials, resonance of two bending quanta with a stretch, and mixing with nearby Σ or Δ electronic states give shifts that can be as large as \(\epsilon^2\omega\), so \(\epsilon\) is better taken from a first-order splitting than from the small depression of the unique levels.

## (g) A worked example

*Problem.* Take the chosen inputs \(\mu=15000\,m_e\), \(k'=0.07344\) and \(k''=0.09936\ E_h/\text{bohr}^2\). Find the Σ levels, the unique levels, the \(v=2\), \(K=1\) pair and the state of the series at \(K=12\), and compare with the numerical solution.

*Solution.* The parameters are

\[
k=\tfrac12(0.07344+0.09936)=0.08640,\qquad\epsilon=\frac{0.07344-0.09936}{0.07344+0.09936}=-0.15,
\]

\[
\omega=\sqrt{0.08640/15000}=2.4\times10^{-3}\ E_h,\qquad\ell=(15000\times2.4\times10^{-3})^{-1/2}=0.166667\ \text{bohr},
\]

and \(g=\epsilon\omega/2=-1.8\times10^{-4}\,E_h\). With \(1\,E_h=219474.63\ \text{cm}^{-1}\), \(\omega=526.739\ \text{cm}^{-1}\).

For the Σ levels, \(\sqrt{0.85}=0.9219544\) and \(\sqrt{1.15}=1.0723805\), so \(\omega'=2.2126907\times10^{-3}\) and \(\omega''=2.5737133\times10^{-3}\,E_h\). Since \(\epsilon<0\), Σ⁺ lies lower. Multiplying by \(v+1=2,4,6\) gives, in \(10^{-3}\,E_h\):

| \(v\) | Σ⁺ | Σ⁻ |
|---|---|---|
| 1 | 4.42538134 | 5.14742654 |
| 3 | 8.85076268 | 10.2948531 |
| 5 | 13.2761440 | 15.4422796 |

The grid solution gives the same nine digits for all six levels. In wavenumbers the \(v=1\) levels are 971.26 and 1129.73 cm⁻¹. Their splitting is \(7.220452\times10^{-4}\,E_h=158.47\ \text{cm}^{-1}\), against the first-order value \(2|\epsilon|\omega=7.2\times10^{-4}\,E_h\). The difference, \(2.045\times10^{-6}\,E_h\), is almost entirely the third-order term of the square roots, \(|\epsilon|^3\omega/4=2.025\times10^{-6}\,E_h\); the rest is of fifth and higher order.

For the unique levels, \(E_2=c_2\epsilon^2\omega\) and \(E_4=c_4\epsilon^4\omega\). At \(K=1\), \(c_2=-2/8=-0.25\) and \(c_4=2(-7)/128=-0.109375\), so

\[
E_2=-0.25\times(0.15)^2\times2.4\times10^{-3}=-1.35000\times10^{-5}\ E_h,
\]

\[
E_4=-0.109375\times(0.15)^4\times2.4\times10^{-3}=-1.3289\times10^{-7}\ E_h .
\]

For \(K=2,3,4\), \(c_2=-0.75,-1.5,-2.5\) and \(c_4=-0.328125,-0.46875,-0.15625\). These give \(E_2=-4.05\times10^{-5}\), \(-8.10\times10^{-5}\), \(-1.35\times10^{-4}\,E_h\) and \(E_4=-3.9867\times10^{-7}\), \(-5.6953\times10^{-7}\), \(-1.8984\times10^{-7}\,E_h\). In wavenumbers \(E_2=-2.963,-8.889,-17.777,-29.629\ \text{cm}^{-1}\) for \(K=1\) to 4. Adding to \(\omega K\), in \(10^{-3}\,E_h\):

| \(K\) | to \(\epsilon^2\) | to \(\epsilon^4\) | grid |
|---|---|---|---|
| 1 | 2.38650000 | 2.38636711 | 2.38636510 |
| 2 | 4.75950000 | 4.75910133 | 4.75909619 |
| 3 | 7.11900000 | 7.11843047 | 7.11842689 |
| 4 | 9.46500000 | 9.46481016 | 9.46480722 |

The second-order formula is good to better than \(6\times10^{-7}\,E_h\) in all four cases. The residuals after fourth order are \(-2.01\), \(-5.14\), \(-3.58\) and \(-2.94\times10^{-9}\,E_h\). One might expect the errors to grow steadily with \(K\), and they do not. The error of the second-order formula is largest at \(K=3\) and three times smaller at \(K=4\), because \(K^2-3K-5\) passes through zero just above \(K=4\). The residual after fourth order is largest in magnitude at \(K=2\); the sixth-order term that would account for this is not derived here. The good agreement at \(K=4\) is therefore partly accidental.

The ground level is \(2.38637\times10^{-3}\,E_h\). The mean surface alone gives \(2.4\times10^{-3}\), too high by about \(1.4\times10^{-5}\). The lower surface alone gives \(\omega'=2.21269\times10^{-3}\), too low by \(2.38637\times10^{-3}-2.21269\times10^{-3}=1.737\times10^{-4}\,E_h\), an error about thirteen times larger. In the shell \(v=1\) the order is Σ⁺ (4.4254), Δ (4.7591), Σ⁻ (5.1474), in \(10^{-3}\,E_h\). The Δ level stays close to \(2\omega=4.8\times10^{-3}\), and its distance from the ground level, \(4.75910-2.38637=2.37273\), agrees with \(\omega(1-\epsilon^2/2)=2.373\) in the same unit.

For the pair \(v=2\), \(K=1\) the first-order half splitting is \(\tfrac12|\epsilon|\omega\sqrt{9-1}=1.8\times10^{-4}\times\sqrt8=5.09117\times10^{-4}\,E_h\), or 111.74 cm⁻¹. The grid levels are \(6.6693163\times10^{-3}\) and \(7.6897689\times10^{-3}\,E_h\), with half splitting \(5.10226\times10^{-4}\,E_h\), larger by 0.2 %. Their centre is \(\tfrac12(6.6693163+7.6897689)\times10^{-3}=7.17954\times10^{-3}\), which lies \(2.05\times10^{-5}\) below \(3\omega=7.2\times10^{-3}\). The second-order value from part (e) is \(3\epsilon^2\omega/8=2.025\times10^{-5}\,E_h\). The unique level of the same shell, \(K=3\), is lowered by \(8.10\times10^{-5}\), four times as much, the factor being \(v+2\).

At \(K=12\), \(|\epsilon|K/2=0.90\). The numerical shift of the lowest level from \(\omega K\) is \(-9.36484\times10^{-4}\,E_h\). Second order gives \(-1.05300\times10^{-3}\), too deep by 12 % of the numerical shift, and second plus fourth order gives \(-9.00480\times10^{-4}\), too shallow by 4 % of it. The two partial sums fall on either side of the numerical value, as the first two corrections of the two-state formula do; here \(z=0.0225\times12\times13/4=0.88\), close to the value 1 beyond which the expansion of \(\sqrt{1+z}\) diverges. Whether the full series converges at this point is not examined. For these inputs, and within the harmonic spin-free model, the closed formulas serve for all Σ levels and for unique levels of low \(K\), and the coupled radial equations of part (b) must be solved when \(K\) is of the order of ten.

The numerical check below solves the model in two ways that do not use the ladder algebra. The first builds the two-state Hamiltonian on a Cartesian sinc grid directly from \(k'\), \(k''\) and \(\mu\), diagonalises it, and measures \(K^2\) and the reflection parity on the eigenvectors; the columns marked grid come from it. The second builds the radial blocks of part (b) in a Laguerre basis with matrix elements from Gauss-Laguerre quadrature. With it the program tests the squared same-shell element of part (e) and the squared elements used for the unique level in parts (e) and (f), including the absence of any other coupling from the unique state (the elements behind the second-order shift of the pairs are not tested separately), the evenness of the lowest level in \(\epsilon\), the first-order slope of the lowest pair of each block with \(K=1\) to 5, and the agreement of the two methods for the unique levels and the \(v=2\) pair. It fits the lowest level of each block at small \(\epsilon\) and recovers \(c_2\) and \(c_4\) for \(K=1\) to 5, for example \(-3.750000\) and \(1.17187\) at \(K=5\) against \(-3.75\) and \(1.171875\), which confirms the change of sign of \(c_4\). It also diagonalises the \(K=0\) block at \(\epsilon=0.5\), far outside the perturbative range, and finds \(1.4142136\), \(2.4494897\), \(2.8284271\), \(4.2426407\) and \(4.8989795\) in units of \(\omega\). These are \(2\sqrt{0.5}\), \(2\sqrt{1.5}\), \(4\sqrt{0.5}\), \(6\sqrt{0.5}\) and \(4\sqrt{1.5}\), the two Σ ladders interleaved. The shift at \(K=12\) is taken from the radial block.

## Values computed for the example and the checks

```
mu = 15000.0 m_e; k' = 0.07344, k'' = 0.09936 Eh/bohr^2
k = 0.08640 Eh/bohr^2; epsilon = -0.15000; 1 Eh = 219474.63 cm^-1
omega = 2.400000e-03 Eh = 526.739 cm^-1; length = 0.166667 bohr
g = eps*omega/2 = -1.800000e-04 Eh
Sigma+: sqrt(1+eps) = 0.9219544; frequency 2.2126907e-03 Eh
 Sigma+ v=1: formula 4.42538134e-03, grid 4.42538134e-03 Eh (971.26 cm^-1)
 Sigma+ v=3: formula 8.85076268e-03, grid 8.85076268e-03 Eh (1942.52 cm^-1)
 Sigma+ v=5: formula 1.32761440e-02, grid 1.32761440e-02 Eh (2913.78 cm^-1)
Sigma-: sqrt(1-eps) = 1.0723805; frequency 2.5737133e-03 Eh
 Sigma- v=1: formula 5.14742654e-03, grid 5.14742654e-03 Eh (1129.73 cm^-1)
 Sigma- v=3: formula 1.02948531e-02, grid 1.02948531e-02 Eh (2259.46 cm^-1)
 Sigma- v=5: formula 1.54422796e-02, grid 1.54422796e-02 Eh (3389.19 cm^-1)
v=1 Sigma- minus Sigma+ = 7.220452e-04 Eh = 158.47 cm^-1
K=1: c2 -0.250000 fit -0.250000; c4 -0.109375 fit -0.10937 (dimensionless)
K=2: c2 -0.750000 fit -0.750000; c4 -0.328125 fit -0.32812 (dimensionless)
K=3: c2 -1.500000 fit -1.500000; c4 -0.468750 fit -0.46875 (dimensionless)
K=4: c2 -2.500000 fit -2.500000; c4 -0.156250 fit -0.15625 (dimensionless)
K=5: c2 -3.750000 fit -3.750000; c4 1.171875 fit 1.17187 (dimensionless)
unique K=1: omega*K 2.4000e-03, E2 -1.35000e-05, E4 -1.3289e-07 Eh
  to eps^2 2.38650000e-03, to eps^4 2.38636711e-03, grid 2.38636510e-03 Eh
  E2 = -2.963 cm^-1; residual after eps^4 = -2.01e-09 Eh
unique K=2: omega*K 4.8000e-03, E2 -4.05000e-05, E4 -3.9867e-07 Eh
  to eps^2 4.75950000e-03, to eps^4 4.75910133e-03, grid 4.75909619e-03 Eh
  E2 = -8.889 cm^-1; residual after eps^4 = -5.14e-09 Eh
unique K=3: omega*K 7.2000e-03, E2 -8.10000e-05, E4 -5.6953e-07 Eh
  to eps^2 7.11900000e-03, to eps^4 7.11843047e-03, grid 7.11842689e-03 Eh
  E2 = -17.777 cm^-1; residual after eps^4 = -3.58e-09 Eh
unique K=4: omega*K 9.6000e-03, E2 -1.35000e-04, E4 -1.8984e-07 Eh
  to eps^2 9.46500000e-03, to eps^4 9.46481016e-03, grid 9.46480722e-03 Eh
  E2 = -29.629 cm^-1; residual after eps^4 = -2.94e-09 Eh
v=2 K=1 pair: grid 6.6693163e-03, 7.6897689e-03 Eh
  half splitting: grid 5.10226e-04, first order 5.09117e-04 Eh (111.74 cm^-1)
K=12: |eps|K/2 = 0.90; numerical shift -9.36484e-04 Eh
  E2 -1.05300e-03, E2+E4 -9.00480e-04 Eh
eps=0.5 K=0 block/omega: [1.4142136 2.4494897 2.8284271 4.2426407 4.8989795]
eps=0.5 formula/omega:   [1.4142136 2.4494897 2.8284271 4.2426407 4.8989795]
```
